# Why a silicon wire's group index can exceed that of bulk silicon

**Q:** I am designing a ring resonator from a silicon wire, 450 nm wide and 220 nm high, surrounded by oxide, for a wavelength of 1550 nm. I need its group index. The light travels partly in silicon and partly in oxide, so I take bulk silicon's group index as an upper bound. The effective index lies below the silicon index, and surely the group index obeys the same kind of limit?

**A:** The two indices are different kinds of quantity. Let $k=\omega/c$ and let the mode vary as $e^{i\beta z-i\omega t}$. Then

$$n_{\rm eff}=\frac{\beta}{k},\qquad n_g=\frac{d\beta}{dk}=\frac{d(k\,n_{\rm eff})}{dk}=n_{\rm eff}+k\frac{dn_{\rm eff}}{dk}.$$

The limit you quote restricts the value of $n_{\rm eff}$. It says nothing about how steeply $n_{\rm eff}$ rises with frequency. A curve confined between two levels can still be steep.

For bulk silicon the same definition gives $N=n+k\,dn/dk$. I shall use a rough one-oscillator model, $n^2=1+10.67\,\lambda^2/(\lambda^2-\lambda_0^2)$ with $\lambda_0=300$ nm. At 1550 nm it gives $n=3.476$ and $N=3.600$. For the oxide I take a constant index of 1.44, so its group index is also 1.44.

**Q:** Steep in principle, perhaps. Is there a case simple enough to check by hand?

**A:** Fill the gap between two ideal metal walls, a distance $a$ apart, with silicon. All the light is now in silicon. For the lowest mode with its electric field parallel to the walls, the field must vanish at both, so the transverse wavenumber is fixed at $k_c=\pi/a$ and

$$\beta^2=k^2n^2-k_c^2.$$

Differentiate with respect to $k$. Since $d(kn)/dk=N$, this gives $2\beta\,n_g=2kn\,N$, and dividing by $2\beta=2k\,n_{\rm eff}$,

$$n_g=\frac{nN}{n_{\rm eff}}.$$

Because $n_{\rm eff}<n$, the group index is larger than $N$. With $a=250$ nm, $n_{\rm eff}=1.573$ and $n_g=3.476\times3.600/1.573=7.96$. Near cutoff $n_{\rm eff}\to0$ and $n_g$ grows without limit in this lossless model. These numbers hold for ideal walls only: a real metal at 1550 nm lets the field in and absorbs, so with a rough Drude model of gold the same 250 nm gap gives $n_{\rm eff}\approx2.3$ and $n_g\approx5.5$, and $n_g$ stays finite near cutoff. The mode is two plane waves zigzagging between the walls, with $n_{\rm eff}/n$ the cosine of their angle to the axis. Each travels at the bulk group velocity, but only part of that velocity points forward. A large $n_g$ means slow light, so nothing conflicts with relativity.

**Q:** Metal walls force the light to stay in silicon. In my structure it leaks into oxide, which is faster.

**A:** Then take a silicon slab in oxide, with its electric field $E(y)$ parallel to the faces. The field is real and obeys $E''+(k^2n^2-\beta^2)E=0$, with $n(y)$ now the local index. Multiply by $E$ and integrate. Since $E$ and $E'$ are continuous and vanish far away, $\int EE''=-\int E'^2$, so

$$\beta^2\!\int\!E^2=k^2\!\int\! n^2E^2-\int\!E'^2 .$$

Dividing by $k^2\int E^2$ gives $n_{\rm eff}^2=\langle n^2\rangle-\int E'^2/(k^2\int E^2)$, where $\langle\cdot\rangle$ is an average weighted by $E^2$. This shows why $n_{\rm eff}$ stays below the core index.

Now differentiate the integral equation with respect to $k$, writing $\dot E=dE/dk$:

$$2\beta n_g\!\int\!E^2+2\beta^2\!\int\!E\dot E=\int\!2k\,nN\,E^2+2k^2\!\int\!n^2E\dot E-2\!\int\!E'\dot E'.$$

The last term equals $+2\int E''\dot E$ after integration by parts. All terms containing $\dot E$ then combine into $2\int\dot E\,(E''+k^2n^2E-\beta^2E)$, which is zero by the wave equation. What remains is

$$n_{\rm eff}\,n_g=\langle nN\rangle .$$

For a 220 nm slab, $n_{\rm eff}=2.848$ and 81.05% of $\int E^2$ lies in silicon. Hence

$$n_g=\frac{0.8105\times3.476\times3.600+0.1895\times1.44^2}{2.848}=3.70 .$$

This is above 3.60, although a fifth of the weight is in oxide. The oxide lowers the numerator, but $n_{\rm eff}$ in the denominator is lower too.

**Q:** So the cause is that the field moves into the silicon as frequency rises, and $n_{\rm eff}$ climbs with it?

**A:** The field does move that way, but the cancellation of $\dot E$ shows that this is not a separate source of slope. Let the field change with frequency as it does in the dispersive slab, but hold fixed the values of $n^2$ inside the average and the factor $1/k^2$ in the gradient term. The field change then raises $\langle n^2\rangle$ at a rate $k\,d\langle n^2\rangle/dk=3.46$. It also makes the field profile steeper, and the gradient term grows at the same rate, 3.46. The two cancel in $n_{\rm eff}^2$.

The slope comes from the factor $1/k^2$ in front of the gradient term. For a given profile, the penalty for confinement shrinks as the wavelength shortens. The material's own dispersion adds to this.

**Q:** My wire confines light in two directions, and its modes are not described by one field component. Does the argument survive?

**A:** It does, with Maxwell's equations in full. Assume a straight, uniform, lossless guide with real $\varepsilon=n^2$, and scale the magnetic field as $\mathbf h=Z_0\mathbf H$, with $Z_0$ the vacuum impedance. Then $\nabla\times\mathbf E=ik\mathbf h$ and $\nabla\times\mathbf h=-ik\varepsilon\mathbf E$. The transverse fields can be chosen real, and the longitudinal ones are then imaginary: $E_z=ie$, $h_z=ig$. Define

$$\mathbf u=(E_x,E_y),\quad \mathbf w=(h_y,-h_x),\quad \tilde\nabla=(\partial_y,-\partial_x).$$

The six component equations become

$$\beta\mathbf u=k\mathbf w+\nabla e,\quad k\varepsilon e=\nabla\!\cdot\mathbf w,\qquad \beta\mathbf w=k\varepsilon\mathbf u+\tilde\nabla g,\quad kg=\tilde\nabla\!\cdot\mathbf u .$$

Multiply the equation for $\beta\mathbf u$ by $\mathbf w$, the one for $\beta\mathbf w$ by $\mathbf u$, and integrate over the cross-section. Tangential fields are continuous and the mode vanishes far away, so integration by parts leaves no boundary terms:

$$n_{\rm eff}\!\int\!\mathbf u\!\cdot\!\mathbf w=\int(w^2-\varepsilon e^2)=\int(\varepsilon u^2-g^2).\tag{1}$$

Add the two forms, multiply by $k$, and express $e$ and $g$ through $\mathbf w$ and $\mathbf u$:

$$\beta=\frac{\int\left[k w^2-\dfrac{(\nabla\cdot\mathbf w)^2}{k\varepsilon}+k\varepsilon u^2-\dfrac{(\tilde\nabla\cdot\mathbf u)^2}{k}\right]}{2\int\mathbf u\cdot\mathbf w}.\tag{2}$$

Change $\mathbf u$ slightly by $\delta\mathbf u$. The numerator changes by

$$2\!\int(k\varepsilon\mathbf u\cdot\delta\mathbf u-g\,\tilde\nabla\!\cdot\delta\mathbf u)=2\!\int\delta\mathbf u\cdot(k\varepsilon\mathbf u+\tilde\nabla g)=2\beta\!\int\delta\mathbf u\cdot\mathbf w .$$

That is $\beta$ times the change of the denominator, so the quotient does not change to first order. A change $\delta\mathbf w$ gives $2\int\delta\mathbf w\cdot(k\mathbf w+\nabla e)=2\beta\int\delta\mathbf w\cdot\mathbf u$, with the same result. We may therefore differentiate (2) with $\mathbf u$ and $\mathbf w$ frozen. The four terms give $w^2$, $e^2\,d(k\varepsilon)/dk$, $u^2\,d(k\varepsilon)/dk$ and $g^2$, so

$$n_g=\frac{\int\left[\dfrac{d(k\varepsilon)}{dk}(u^2+e^2)+w^2+g^2\right]}{2\int\mathbf u\cdot\mathbf w}.\tag{3}$$

The mean energy per length is $\varepsilon_0/4$ times the numerator's integral, and the power is $\int\mathbf u\cdot\mathbf w/(2Z_0)$. Since $c\,\varepsilon_0Z_0=1$, equation (3) says that $n_g$ is $c$ times energy per length divided by power.

**Q:** Where in that formula is the mechanism that beats the bulk value?

**A:** Rearranging (1) gives $\int\varepsilon(u^2+e^2)=\int(w^2+g^2)$. Call this common value $U$. Also $d(k\varepsilon)/dk=n^2+2kn\,dn/dk=2nN-n^2$. In (3) the term $-n^2$ cancels against the magnetic part, leaving

$$n_g=\frac{\int nN\,(u^2+e^2)}{\int\mathbf u\cdot\mathbf w}.$$

Let $s$ be the longitudinal share of $\int(\varepsilon|E|^2+|h|^2)=2U$, so that $\int(\varepsilon e^2+g^2)=2sU$. Adding the two forms in (1) gives

$$2n_{\rm eff}\!\int\!\mathbf u\cdot\mathbf w=(2U-2sU)-2sU=2U(1-2s).$$

If material dispersion is switched off at this frequency, $N$ becomes $n$ and the group index is

$$n_{g0}=\frac{U}{\int\mathbf u\cdot\mathbf w}=\frac{n_{\rm eff}}{1-2s}.$$

Longitudinal fields store energy but do not enter the forward power. They come from transverse gradients, through $k\varepsilon e=\nabla\!\cdot\mathbf w$ and $kg=\tilde\nabla\!\cdot\mathbf u$, and in a dielectric wire of this size those gradients are strong. Confinement alone is not enough: between ideal metal walls the mode with its electric field normal to the walls is uniform across the gap, so $s=0$ and $n_g=N$ however narrow the gap. This too holds for ideal walls only. With a rough Drude model of gold at 1550 nm the mode becomes a gap plasmon with $n_{\rm eff}$ above the silicon index, and $n_g$ is about 4.3 for a 250 nm gap and 5.6 for a 50 nm gap.

**Q:** What does this give for my wire?

**A:** For the fundamental mode with its electric field mainly along the 450 nm width (quasi-TE), a full-vector numerical solution gives $n_{\rm eff}=2.352$ and $s=0.2165$. Therefore

$$n_{g0}=\frac{2.352}{1-0.433}=4.15 .$$

Silicon's dispersion adds $\int n(N-n)(u^2+e^2)/\int\mathbf u\cdot\mathbf w=0.13$, so $n_g=4.28$. Geometry alone already takes it past four. This holds for that polarization. The quasi-TM mode of the same wire, with its field mainly along the height, has $n_{\rm eff}\approx1.73$ and $n_g\approx3.59$, about the bulk value. Its longitudinal share is larger, $s\approx0.25$, but its $n_{\rm eff}$ is much lower, so a large $s$ alone does not guarantee a sizeable excess over bulk.

Differencing $\beta$ between modes solved at two nearby frequencies gives 4.28125, the same as the energy formula. Changing $k$ and the indices in (2) with the transverse fields frozen also gives 4.28125. Changing only the fields gives a slope of 0.000003, which is zero at the accuracy of the difference.

**Q:** And my averaging argument? Most of the light is in silicon.

**A:** The silicon holds 89.6% of the electric energy $\int\varepsilon|E|^2$. Your average is $0.896\times3.600+0.104\times1.44=3.38$. An average of 3.60 and 1.44 cannot exceed 3.60, whatever the geometry. The energy share does appear in the exact result, but it weights $N/n$, not $N$: dividing $\int nN(u^2+e^2)$ by $U$ gives $n_g=n_{g0}\,(0.896\times3.600/3.476+0.104)=4.15\times1.032=4.28$. The prefactor $n_{g0}=n_{\rm eff}/(1-2s)$, energy over power for the mode as a whole, is what your average misses.

Nor does more light in silicon guarantee a larger group index:

| Wavelength | $n_{\rm eff}$ | $n_g$ | Share in silicon |
|---|---:|---:|---:|
| 1400 nm | 2.538 | 4.253 | 0.928 |
| 1550 nm | 2.352 | 4.281 | 0.896 |
| 1700 nm | 2.166 | 4.270 | 0.850 |

The share rises steadily towards short wavelength, while $n_g$ is largest at the middle of these three. Redistribution matters here: it changes the fields that enter (3), and so helps to determine how $n_g$ varies with frequency.

**Q:** Is every silicon wire slower than bulk silicon, then?

**A:** No. In a very large core the fundamental mode has weak gradients, so $s\to0$, $n_{\rm eff}\to n$ and $n_g\to N$, from above, so such a wire is still slightly slower than bulk. The exceptions include cores that are narrow or thin enough in even one direction; a slab with its electric field parallel to the faces drops below $N$ when it is thinner than about 170 nm. For the quasi-TE mode, $n_g$ is only about 3.0 at 250 nm width and 220 nm height, and about 3.2 at 1000 nm width and 100 nm height, which has the same area as your wire. The quasi-TM mode of your own wire sits on the border: about 0.005 below the bulk value with the constant oxide index used here, and slightly above it, at about 3.62, once the oxide's own dispersion is included. In a very small core the mode spreads widely into the oxide. Again $s\to0$, but now both indices approach 1.44. For the fundamental mode, a sizeable excess needs strong confinement, between these limits. Higher-order modes can have it in a large core: in a 2 µm slab the fundamental mode with the electric field parallel to the faces has $n_g=3.62$, while the highest one has about 5.9. That mode lies just above cutoff, so its value is sensitive to thickness: about 4.3 at 1.97 µm and 6.2 at 2.03 µm. The derivation also requires negligible absorption; close to an absorption line, energy and power no longer give $n_g$ in this way.

**Q:** How far would a fabricated wire depart from 4.28?

**A:** Of the changes I have computed, one in width has the largest effect: a width 10 nm larger lowers $n_g$ by 0.020, with height and wavelength fixed. Heating by 50 K, with a rough index change of $2\times10^{-4}$ per kelvin and no other change, raises it by 0.014. This leaves out the change of silicon's dispersion with temperature: in the oscillator model the same index change gives 0.015 if the resonance shifts at fixed plasma frequency, and 0.037 in the extreme case that only the resonance moves. Oxide dispersion, taken roughly as a group index 0.02 above the index, adds 0.006. Refining the numerical grid to convergence adds about 0.002, giving $n_g\approx4.284$; the third decimals of $n_g$ here and in the table are uncertain by that much, and the agreement at 4.28125 holds on one fixed grid. A rough loss of 2 dB/cm corresponds to an imaginary part of $n_{\rm eff}$ of only $6\times10^{-6}$. Sloping side walls are not included, and the silicon model is itself rough, so I would quote 4.28 for this model and measure the actual wire.

**Q:** What would my bound have done to the ring?

**A:** Suppose its circumference is $L=100$ µm. Resonance requires $\beta L=2\pi m$ with integer $m$, so neighbouring resonances differ by $\Delta k\approx2\pi/(n_gL)$. From $k=2\pi/\lambda$, $|\Delta\lambda|\approx\lambda^2\Delta k/2\pi$, and

$$|\Delta\lambda|\approx\frac{\lambda^2}{n_gL}=\frac{(1.55\ \text{µm})^2}{4.281\times100\ \text{µm}}=5.61\ \text{nm}.$$

The bulk group index would give 6.67 nm, which is 19% above the wire's value. This estimate treats the ring as a straight wire closed on itself. Its bend tilts the index profile by about 1.4% between the centre and a side wall; at this radius that changes $n_g$, referred to the centre line, by only about $10^{-4}$, which leaves 5.61 nm unchanged. The delay shows the same difference: 14.3 ps per millimetre in the wire against 12.0 ps in bulk silicon. The remaining values are in the numerical output below.

## Computed results

```
Wavelength: 1550 nm
Wire width: 450 nm
Wire height: 220 nm
Silicon oscillator strength (rough): 10.67
Silicon oscillator wavelength (rough): 300 nm
Oxide index (rough): 1.44
Silicon index: 3.4764
Bulk silicon group index: 3.6005
Metal-walled guide width: 250 nm
Metal-walled guide n_eff: 1.5733
Metal-walled guide n_g: 7.9557
TE slab (220 nm) n_eff: 2.8478
TE slab fraction of E^2 in core: 0.8105
TE slab n_g: 3.7004
TE slab gain k d<n^2>/dk from field change: 3.4598
TE slab gradient cost from field change: 3.4598
Solver minus TE slab equation, n_eff: -0.00069
Solver minus TM slab equation, n_eff: 0.00031
Wire n_eff: 2.3522
Wire n_g from energy and power: 4.28125
Wire n_g from difference of beta: 4.28125
Slope of beta, fields frozen: 4.28125
Slope of beta, field change alone: 0.000003
Longitudinal share s of energy: 0.2165
n_g without material dispersion, n_eff/(1-2s): 4.1486
Same from difference of beta: 4.1486
Part of n_g from silicon dispersion: 0.1327
Electric energy share in silicon: 0.8958
Wrong weighted average of group indices: 3.3755
1400 nm: n_eff 2.5376, n_g 4.2531, electric share in silicon 0.9283
1550 nm: n_eff 2.3522, n_g 4.2812, electric share in silicon 0.8958
1700 nm: n_eff 2.1655, n_g 4.2701, electric share in silicon 0.8504
Delay in wire: 14.281 ps/mm
Delay in bulk silicon: 12.010 ps/mm
Ring circumference: 100 um
Ring resonance spacing: 5.612 nm
Wrong spacing from bulk group index: 6.673 nm
Phase gained over one spacing / 2 pi: 0.9999
Finer grid: change of n_eff: 0.00012
Finer grid: change of n_g: 0.00119
Larger box: change of n_g: 0.000083
Oxide group index minus index (rough input): 0.02
Oxide dispersion: change of n_g: 0.00600
Width +10 nm: change of n_g: -0.02004
Heating 50 K at 2e-04 per K (rough): change of n_g 0.01365
Loss 2 dB/cm (rough): imaginary part of n_eff 5.7e-06
Substrate under 2 um oxide: intensity factor 8.0e-14
Kerr index shift at 1 mW, 5e-18 m^2/W (rough): 5.1e-08
Ring bend: relative index tilt, centre to side wall: 0.0141
```
